Optical path change of a slightly warmed immersion-water layer

**Problem**

Light passes through a layer of immersion water between the last lens face and the wafer. The layer is L = 1 mm thick, and its refractive index changes with temperature at the rate dn/dT = -0.0001 per kelvin. The gap is held at a fixed thickness, and water may flow in or out of it as its density changes.

(a) Show that a temperature change of 0.01 K alters the optical path at normal incidence by about 1 nm in magnitude, and find the sign for warming.

(b) Express the change as a phase and as a fraction of a wave for a vacuum wavelength λ = 193 nm.

(c) What changes if the warming varies with depth but has the same mean?

(d) High-aperture imaging also uses steeply inclined plane waves. Find the change for a wave whose angle θ in the water has sin θ = 0.8, in both polarizations. Does uniform warming then affect the image?

Where the base index is needed, take the round value n = 1.44. Neglect absorption.

**First estimate by scaling**

The optical path W of a ray is the index multiplied by the geometric length, summed along the ray. It is the length of vacuum that would give the same phase. Warming by ΔT changes the index by

δn = (dn/dT) ΔT.

This is a pure number and very small, so the path change δW should be proportional to it. Two equal layers placed one after the other delay the light twice as much as one, if reflections are ignored, so δW should also be proportional to L. Hence

δW = C L δn,

where C is a number that scaling cannot supply. It might depend on the base index, on the angle, or on the polarization. With C taken to be of order one,

|δW| ~ (1 mm) × (0.0001 per K) × (0.01 K) = 0.000001 mm = 1 nm.

The estimate gives the size. It leaves open the value of C, and it assumes that reflections do not matter. Both points can be settled from the wave equation.

**Solution at normal incidence**

Let the time factor be exp(-iωt), so that a wave travelling towards the wafer, along +z, varies as exp(+ikz). A larger phase at the exit then means a larger optical path. Write k0 = 2π/λ for the vacuum wavenumber.

To isolate the effect of warming, let the warmed layer occupy 0 < z < L and let unheated water lie on both sides. Reflections at the lens and wafer are thereby left out; their role is discussed below. The wavenumbers outside and inside the layer are

k = k0 n,  K = k0 (n + δn).

The electric field E is transverse and obeys

E″ + K² E = 0 inside the layer,

with E and E′ continuous at both faces. Beyond the exit there is only an outgoing wave. If its amplitude at z = L is T, then

E(L) = T,  E′(L) = ikT.

The solution inside the layer that meets these two conditions is

E(z) = T [cos K(L - z) - i(k/K) sin K(L - z)].

At z = L the sine vanishes and E = T. The derivative is

E′(z) = T [K sin K(L - z) + ik cos K(L - z)],

which equals ikT at z = L, as required.

At the entrance the field consists of an incident wave of unit amplitude and a reflected wave of amplitude r:

E(0) = 1 + r,  E′(0) = ik(1 - r).

Dividing the second equation by ik and adding it to the first removes r:

E(0) + E′(0)/(ik) = 2.

Now insert the interior solution. Since 1/i = -i,

E(0) = T [cos KL - i(k/K) sin KL],

E′(0)/(ik) = T [cos KL - i(K/k) sin KL].

The sum of these two lines is 2, so

T = 1 / (cos KL - iM sin KL),  M = (k/K + K/k)/2.

This result contains all the reflections inside the warmed layer. If M were equal to 1, the denominator would be exp(-iKL) and the phase of T would be KL. The difference between M and 1 measures the effect of the reflections:

M - 1 = (k² + K² - 2kK)/(2kK) = (K - k)²/(2kK) = δn² / [2n(n + δn)].

It is of second order in δn. To see what it does to the phase φ of T, multiply the numerator and denominator of T by cos KL + iM sin KL. The new denominator is real and positive, so

tan φ = M tan KL.

Let ε = φ - KL be the phase error made by ignoring reflections. The formula for the tangent of a difference gives

tan ε = (M - 1) tan KL / (1 + M tan² KL)
= (M - 1) sin KL cos KL / (cos² KL + M sin² KL).

Because M is not less than 1, the last denominator is at least 1. The product sin KL cos KL is at most 1/2 in magnitude. Therefore

|tan ε| ≤ (M - 1)/2.

For δn = -0.000001 and n = 1.44, M - 1 is about 2 × 10⁻¹³. The reflections caused by the warming can be dropped.

Without warming the phase across the same distance is kL. The phase change is therefore

δφ = KL - kL = k0 L δn,

and division by k0 gives the change in optical path:

δW = L δn = L (dn/dT) ΔT.

So C = 1 at normal incidence. The base index has cancelled, because it contributes equally to the path before and after the warming.

**Answers to (a) and (b)**

The index change is

δn = (-0.0001 per K) × (0.01 K) = -0.000001,

and the path change is

δW = (1 mm) × (-0.000001) = -0.000001 mm = -1 nm.

The magnitude is 1 nm, as was to be shown. Warming lowers the index and shortens the optical path; cooling by 0.01 K lengthens it by 1 nm. For comparison, the whole optical path through the layer is 1.44 × 1 mm = 1.44 mm. The relative change is less than one part in a million, but what matters for interference is the change compared with the wavelength:

δW/λ = -1/193 = -0.0052 waves,

δφ = 2π × (-1/193) = -0.0326 rad.

The fixed gap is an essential condition. Since W = nL, a small change δL in the thickness would give, to first order,

δW = L δn + n δL.

A gap that grew by 1 nm/1.44 = 0.69 nm would cancel the thermal change at normal incidence. The figure of -1 nm is thus the contribution of the index alone.

The lens and wafer faces also reflect some light. Waves that cross the water several times then add to the wave that crosses it once, and the phase of their sum need not change by k0 L δn. The result above describes a single crossing, which is what the optical path of the layer means.

**Warming that varies with depth: part (c)**

Let the temperature rise be ΔT(z), the same at all lateral positions. Divide the layer into thin sublayers of thickness dz. Each adds k0 δn(z) dz to the phase. A wave reflected once inside the layer travels backwards, so it must be reflected at least twice to join the transmitted wave. Each reflection amplitude is proportional to a small index difference, and two reflections therefore contribute only at second order. To first order,

δW = (dn/dT) ∫ ΔT(z) dz = L (dn/dT) × (mean of ΔT over the depth).

As an example, take a profile that vanishes at both faces. With u = z/L,

ΔT(u) = 6 (0.01 K) u(1 - u).

Its peak, at u = 1/2, is 6 × 0.01 K × 1/4 = 0.015 K. Its mean is

6 (0.01 K) ∫₀¹ (u - u²) du = 6 (0.01 K)(1/2 - 1/3) = 0.01 K.

The path change is again -1 nm. A measurement of this one phase cannot distinguish the curved profile from uniform warming to first order.

If the temperature also varies sideways, different parts of the beam acquire different phases. The formula can then be applied along each nearly axial ray, provided that the sideways variation is gentle enough for the ray to remain almost straight and for diffraction within the layer to be weak. For this layer the second condition is the stricter one: the warming must vary over sideways distances much larger than √(λL/n), which is about 12 µm. Two such rays whose mean temperatures differ by 0.01 K acquire a path difference of 1 nm.

**Oblique plane waves: part (d)**

Let the wave travel in the x-z plane at angle θ to the z axis. All layer faces are parallel to x, so the wave must vary along x in the same way on both sides of each face. Its transverse wavevector k0 s is therefore conserved, where

s = n sin θ.

The warming changes n but not s, and the angle inside the layer adjusts slightly. The wavevector component along z is k0 √(n² - s²), so the phase gained between two points at the same x, one on each face, corresponds to the path

W(θ) = L √(n² - s²) = nL cos θ.

This differs from the length of the slanted ray times the index, nL/cos θ, because that ray also moves sideways by L tan θ. Subtracting the phase path gained along x gives

nL/cos θ - sL tan θ = nL(1 - sin² θ)/cos θ = nL cos θ,

so the two descriptions agree.

Differentiate W(θ) with respect to n while keeping s fixed:

δW(θ) = L n δn / √(n² - s²) = L n δn / (n cos θ) = L δn / cos θ.

It would be wrong to hold θ fixed in nL cos θ, which would give L δn cos θ. The angle changes because n sin θ is conserved. From

δn sin θ + n cos θ δθ = 0

follows δθ = -δn sin θ/(n cos θ). The full change of nL cos θ is then

L δn cos θ - nL sin θ δθ = L δn (cos θ + sin² θ/cos θ) = L δn/cos θ,

in agreement with the first derivation.

The polarization enters through the conditions at the faces. For TE polarization, with the electric field along y, the field again obeys the one-dimensional equation solved above. It is enough to replace k and K by the z components of the wavevectors. For TM polarization, with the magnetic field H along y, the continuous quantities are H and H′/n², where n² takes its local value. The same calculation then goes through with K/k replaced by the ratio

ρ = [K/(n + δn)²] / [k/n²]

in the factor M, where k and K are now the z components. In both polarizations the ratio differs from 1 by an amount of first order in δn or smaller. Since

M - 1 = (ρ + 1/ρ)/2 - 1 = (ρ - 1)²/(2ρ),

reflections affect the transmitted phase only at second order. The first-order path change is therefore the same for TE and TM.

For sin θ = 0.8, cos θ = √(1 - 0.64) = 0.6, and

δW(θ) = -1 nm/0.6 = -1.67 nm.

The expansion in δn has its own limit. The next term of the square root is -L s² δn²/[2(n cos θ)³]. Divided by L δn/cos θ, it has the relative size

|δn| sin² θ/(2n cos² θ) = 0.000001 × 0.64/(2 × 1.44 × 0.36) ≈ 6 × 10⁻⁷.

This is negligible here. The ratio grows as the wave approaches grazing incidence, where cos θ tends to zero and the first-order formula fails.

**What uniform warming does to the image**

A phase common to all the plane waves multiplies the total field by one phase factor and leaves the intensity unchanged. The axial change of -1 nm would therefore be invisible if every wave shared it. The oblique wave, however, differs from the axial one by

D = -1.67 nm - (-1 nm) = -0.67 nm.

Consider the interference of these two waves at the exit face of the layer. In the intensity, the part that depends on position is proportional to

cos[k0(sx + D) + constant].

The constant contains the phases before warming. The bright fringes keep the same argument of the cosine, so they move by

Δx = -D/s = 0.67 nm/(1.44 × 0.8) = 0.58 nm

towards +x, the sideways direction of the oblique wave. In TE polarization the two electric fields are parallel. In TM polarization they enclose the angle θ, and the interference term carries the factor cos θ = 0.6. This lowers the contrast but does not alter the shift.

The sideways movement belongs to this one-sided pair of waves. Suppose that a second oblique wave of equal amplitude arrives at the same angle from the opposite side, and that the pattern was symmetric about x = 0 before warming. Both oblique waves then change by the same D, so the pattern remains symmetric and does not move sideways. What changes is the phase of the oblique waves relative to the axial one.

Part of this effect resembles a change of focus. If the observation plane is moved by a small distance ζ along +z, still in water, the path of a wave at angle θ changes by nζ cos θ, and that of the axial wave by nζ. The difference between the two waves returns to its earlier value when

L δn (1/cos θ - 1) + nζ(cos θ - 1) = 0.

The first bracket equals (1 - cos θ)/cos θ. Dividing by 1 - cos θ, which is not zero for an oblique wave, gives

ζ = L δn/(n cos θ).

For the present wave this is -1 nm/(1.44 × 0.6) = -1.16 nm, a movement towards the lens. For waves close to the axis it tends to -1 nm/1.44 = -0.69 nm. Since the required movement depends on the angle, no single refocusing compensates all angles at once. The remainder is a small aberration that depends on the angle.

**Comparison of the estimate and the solution**

The scaling estimate gave |δW| ~ L |δn| = 1 nm with an unknown factor C. The solution gives, to first order in δn,

C = 1/cos θ.

At normal incidence C is 1, so the estimate has the correct value there as well as the correct order of magnitude. At sin θ = 0.8 the factor is 1.67, and the estimate is too small by 40 percent of the true change. Scaling correctly predicted the proportionality to thickness and to temperature change, but it could not show that the base index cancels on the axis or that the polarization has no first-order effect.

The numerical output below compares these formulas with a direct solution of the wave equation through 2000 sublayers, with the reflections between them retained. The tests cover uniform warming, cooling, a layer of twice the thickness, the curved temperature profile, and the oblique wave in both polarizations. In each case the path change agrees with the first-order formula to within one part in 100,000 of that change.

Numbers as computed

```
vacuum wavelength: 193 nm
base index of the water: 1.44
layer thickness: 1 mm
index slope: -0.0001 per K
warming: 0.01 K
index change: -0.000001
optical path before warming: 1.44 mm
path change on axis, formula: -1.0000 nm
path change on axis, wave equation: -1.0000 nm
path change on axis for cooling, wave equation: 1.0000 nm
path change for doubled layer, wave equation: -2.0000 nm
phase change on axis: -0.0326 rad
path change on axis in waves: -0.00518
parabolic profile, peak warming: 0.015 K
parabolic profile, mean warming: 0.0100 K
path change, parabolic profile, wave equation: -1.0000 nm
oblique wave, sine of angle in water: 0.8
oblique wave, cosine of angle in water: 0.6
path change, oblique, formula: -1.6667 nm
path change, oblique TE, wave equation: -1.6667 nm
path change, oblique TM, wave equation: -1.6667 nm
oblique minus axial path change: -0.6667 nm
```
